# Joining an exponential band tail to a square-root band: test program

```python
"""
Result under test: a band density A*sqrt(x) and an exponential tail
C*exp(x/E0) join with equal value and slope only at x = E0/2, with
C = A*sqrt(E0/2)*exp(-1/2).
x  : energy from the parabolic band edge, positive into the band (eV)
E0 : tail width (eV);  A : band prefactor (cm^-3 eV^-3/2), both spins
gm : density at the join;  alpha : nonparabolicity (1/eV)
The sizes of effects outside this model are computed as well.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import dawsn, erfcx, expit

# Rough typical inputs, regime of an amorphous oxide semiconductor
mass_ratio = 0.35
E0 = 0.020
gap = 3.0
deep_density = 1e17
temperature = 300.0
fermi = -0.10

mass = mass_ratio * const.m_e
A = ((2 * mass)**1.5 / (2 * np.pi**2 * const.hbar**3)
     * const.e**1.5 * 1e-6)
kT = const.k * temperature / const.e
alpha = 1 / gap
join = E0 / 2
gm = A * np.sqrt(join)


def band(x):
    return A * np.sqrt(x)


def tail(x):
    return gm * np.exp((x - join) / E0)


def joined(x):
    return tail(x) if x < join else band(x)


def log_slope(density, x):
    h = 1e-4 * x
    return (np.log(density(x + h)) - np.log(density(x - h))) / (2 * h)


# Band prefactor against an explicit count of plane waves in a box
box = 100e-9
radius = 40.3
n = np.arange(-41, 42)
n2 = n[:, None, None]**2 + n[None, :, None]**2 + n[None, None, :]**2
counted = 2 * np.count_nonzero(n2 < radius**2) / (box * 100)**3
E_top = (const.hbar * 2 * np.pi * radius / box)**2 / (2 * mass) / const.e
count_ratio = counted / (2 / 3 * A * E_top**1.5)
assert abs(count_ratio - 1) < 2e-3  # surface error of a finite count

# Join energy from numerical slopes, and height from tangency
for width in (0.005, E0, 0.060):
    root = brentq(lambda x: log_slope(band, x) - 1 / width,
                  0.05 * width, 5 * width, xtol=1e-14)
    assert abs(root / (width / 2) - 1) < 1e-6
    touch = minimize_scalar(lambda u: -np.sqrt(u) * np.exp(-u),
                            bounds=(0.01, 5), method="bounded",
                            options={"xatol": 1e-9})
    assert abs(touch.x * width / root - 1) < 1e-5
    amplitude = -touch.fun * A * np.sqrt(width)
    formula = A * np.sqrt(width / 2) * np.exp(-0.5)
    assert abs(amplitude / formula - 1) < 1e-9
join_numeric = brentq(lambda x: log_slope(band, x) - 1 / E0,
                      0.05 * E0, 5 * E0, xtol=1e-14)
wrong_ratio = log_slope(band, E0) * E0
assert abs(wrong_ratio - 0.5) < 1e-6
xs = np.linspace(0, 5 * E0, 2001)
assert np.all(tail(xs) >= band(xs) * (1 - 1e-12))

# Jump of the second derivative, from one-sided differences
h = 1e-3 * E0
curvature = []
for s in (-1, 1):
    d2 = (joined(join) - 2 * joined(join + s * h)
          + joined(join + 2 * s * h)) / h**2
    curvature.append(d2 * E0**2 / gm)
assert abs(curvature[0] - 1) < 0.01   # first-order step error
assert abs(curvature[1] + 1) < 0.01

# State counts by quadrature against closed forms
low = -40 * E0
tail_total = quad(tail, low, join, epsabs=0, epsrel=1e-10, limit=200)[0]
tail_gap = quad(tail, low, 0, epsabs=0, epsrel=1e-10, limit=200)[0]
replaced = quad(band, 0, join, epsabs=0, epsrel=1e-10)[0]
added = tail_total - replaced
assert abs(tail_total / (gm * E0) - 1) < 1e-8
assert abs(tail_gap / tail_total - np.exp(-0.5)) < 1e-8
assert abs(added / (4 / 3 * A * join**1.5) - 1) < 1e-8
assert abs(added / tail_total - 2 / 3) < 1e-8


# Nonparabolic band: density checked against its own state count
def np_band(x):
    return A * np.sqrt(x * (1 + alpha * x)) * (1 + 2 * alpha * x)


def np_count(x):
    return 2 / 3 * A * (x * (1 + alpha * x))**1.5


d = 1e-4 * E0
np_slope = (np_count(E0 + d) - np_count(E0 - d)) / (2 * d)
assert abs(np_slope / np_band(E0) - 1) < 1e-6
np_join = brentq(lambda x: log_slope(np_band, x) - 1 / E0,
                 0.1 * E0, 3 * E0, xtol=1e-14)
np_shift = np_join / join - 1
np_first = 2.5 * alpha * E0
assert abs(np_shift - np_first) < 5 * (alpha * E0)**2


# Comparison model: local edges spread as exp(-|V|/E0)/(2 E0).
# u = x/E0; densities in units of A*sqrt(E0).
def excess(u):
    r = np.sqrt(u)
    return 0.5 * (np.sqrt(np.pi) / 2 * erfcx(r) - dawsn(r))


def averaged(u):
    if u < 0:
        return np.sqrt(np.pi) / 4 * np.exp(u)
    return np.sqrt(u) + excess(u)


for u in (-2.0, -0.5, 0.5, 1.0, 4.0):
    def kernel(y):
        return np.sqrt(y) * np.exp(-abs(u - y)) / 2
    split = max(u, 0.0)
    direct = quad(kernel, split, split + 45, limit=200)[0]
    if u > 0:
        direct += quad(kernel, 0, u)[0]
    assert abs(direct / averaged(u) - 1) < 1e-6
gained = quad(averaged, -40, 0, limit=200)[0]
lost = quad(lambda t: 2 * t * excess(t * t), 0, np.inf, limit=200)[0]
assert abs(gained + lost) < 1e-6  # this average conserves states
scale = A * np.sqrt(E0)
us = np.linspace(-3, 10, 2601)
ratios = np.array([averaged(u) * scale / joined(u * E0) for u in us])
ratio_edge = averaged(0.0) * scale / joined(0.0)
ratio_join = averaged(0.5) * scale / gm

# Deep states: where the tail sinks to the flat background
deep_depth = E0 * np.log(gm / deep_density) - join
deep_root = brentq(lambda x: joined(x) - deep_density, -1.0, 0.0)
assert abs(deep_root + deep_depth) < 1e-8


# Occupation of the joined density
def filled(x):
    return joined(x) * expit((fermi - x) / kT)


n_below = (quad(filled, -1.0, fermi, epsabs=0, limit=200)[0]
           + quad(filled, fermi, join, epsabs=0, limit=200)[0])
n_above = quad(filled, join, join + 40 * kT, epsabs=0, limit=200)[0]
assert kT > E0  # needed for a finite Boltzmann tail integral
rate = 1 / E0 - 1 / kT
boltz = gm * np.exp((fermi - join) / kT) / rate
boltz_quad = quad(lambda x: gm * np.exp((x - join) / E0
                                        + (fermi - x) / kT),
                  join - 40 / rate, join, epsabs=0, limit=200)[0]
assert abs(boltz_quad / boltz - 1) < 1e-7

print(f"Input mass: {mass_ratio:.2f} electron masses")
print(f"Input tail width E0: {E0*1e3:.1f} meV")
print(f"Input gap: {gap:.1f} eV")
print(f"Input deep background: {deep_density:.1e} cm^-3 eV^-1")
print(f"Input temperature: {temperature:.0f} K")
print(f"Input Fermi level from edge: {fermi*1e3:.0f} meV")
print(f"Thermal energy kT: {kT*1e3:.2f} meV")
print(f"Band prefactor A: {A:.3e} cm^-3 eV^-3/2")
print(f"Box count / band formula: {count_ratio:.5f}")
print(f"Join energy E0/2: {join*1e3:.3f} meV = {join:.5f} eV")
print(f"Join energy from numerical slopes: {join_numeric*1e3:.5f} meV")
print(f"Density at join gm: {gm:.3e} cm^-3 eV^-1")
print(f"Slope at join gm/E0: {gm/E0:.3e} cm^-3 eV^-2")
print(f"Tail density at edge: {joined(0.0):.3e} cm^-3 eV^-1")
for x in (-0.10, -0.05, 0.05):
    print(f"Joined density at {x*1e3:.0f} meV: {joined(x):.3e} cm^-3 eV^-1")
print(f"Band/tail slope ratio if joined at E0: {wrong_ratio:.4f}")
print(f"Curvature below join: {curvature[0]:.4f} gm/E0^2")
print(f"Curvature above join: {curvature[1]:.4f} gm/E0^2")
print(f"States below join: {tail_total:.3e} cm^-3")
print(f"States below edge: {tail_gap:.3e} cm^-3")
print(f"Fraction of tail below edge: {tail_gap/tail_total:.4f}")
print(f"Band states replaced: {replaced:.3e} cm^-3")
print(f"States added by the join: {added:.3e} cm^-3")
print(f"Added states / tail states: {added/tail_total:.4f}")
print(f"Nonparabolicity alpha = 1/gap: {alpha:.3f} 1/eV")
print(f"Nonparabolic join energy: {np_join*1e3:.3f} meV")
print(f"Nonparabolic shift: {np_shift*100:.3f} percent")
print(f"First-order shift: {np_first*100:.3f} percent")
print(f"Averaged/joined density at edge: {ratio_edge:.4f}")
print(f"Averaged/joined density at join: {ratio_join:.4f}")
print(f"Smallest averaged/joined, -3 to 10 E0: {ratios.min():.4f}")
print(f"  found at x = {us[ratios.argmin()]*E0*1e3:.1f} meV")
print(f"Largest averaged/joined, -3 to 10 E0: {ratios.max():.4f}")
print(f"States moved below edge by averaging: {gained*scale*E0:.3e} cm^-3")
print(f"Net states added by averaging: {(gained+lost)/gained:.1e} of these")
print(f"Tail meets deep background: {deep_depth*1e3:.1f} meV below edge")
print(f"Background/tail at Fermi level: {deep_density/joined(fermi):.3f}")
print(f"Electrons below join: {n_below:.3e} cm^-3")
print(f"Electrons above join: {n_above:.3e} cm^-3")
print(f"Share of electrons below join: {n_below/(n_below+n_above):.4f}")
print(f"Boltzmann electrons below join: {boltz:.3e} cm^-3")
print(f"Boltzmann / Fermi-Dirac below join: {boltz/n_below:.3f}")
print("all assertions hold")
```

Output:

```
Input mass: 0.35 electron masses
Input tail width E0: 20.0 meV
Input gap: 3.0 eV
Input deep background: 1.0e+17 cm^-3 eV^-1
Input temperature: 300 K
Input Fermi level from edge: -100 meV
Thermal energy kT: 25.85 meV
Band prefactor A: 1.411e+21 cm^-3 eV^-3/2
Box count / band formula: 0.99933
Join energy E0/2: 10.000 meV = 0.01000 eV
Join energy from numerical slopes: 10.00000 meV
Density at join gm: 1.411e+20 cm^-3 eV^-1
Slope at join gm/E0: 7.053e+21 cm^-3 eV^-2
Tail density at edge: 8.555e+19 cm^-3 eV^-1
Joined density at -100 meV: 5.765e+17 cm^-3 eV^-1
Joined density at -50 meV: 7.023e+18 cm^-3 eV^-1
Joined density at 50 meV: 3.154e+20 cm^-3 eV^-1
Band/tail slope ratio if joined at E0: 0.5000
Curvature below join: 0.9990 gm/E0^2
Curvature above join: -0.9970 gm/E0^2
States below join: 2.821e+18 cm^-3
States below edge: 1.711e+18 cm^-3
Fraction of tail below edge: 0.6065
Band states replaced: 9.404e+17 cm^-3
States added by the join: 1.881e+18 cm^-3
Added states / tail states: 0.6667
Nonparabolicity alpha = 1/gap: 0.333 1/eV
Nonparabolic join energy: 10.168 meV
Nonparabolic shift: 1.684 percent
First-order shift: 1.667 percent
Averaged/joined density at edge: 1.0332
Averaged/joined density at join: 0.9655
Smallest averaged/joined, -3 to 10 E0: 0.9204
  found at x = 20.2 meV
Largest averaged/joined, -3 to 10 E0: 1.0332
States moved below edge by averaging: 1.768e+18 cm^-3
Net states added by averaging: -1.8e-12 of these
Tail meets deep background: 135.0 meV below edge
Background/tail at Fermi level: 0.173
Electrons below join: 1.190e+17 cm^-3
Electrons above join: 9.238e+16 cm^-3
Share of electrons below join: 0.5630
Boltzmann electrons below join: 1.769e+17 cm^-3
Boltzmann / Fermi-Dirac below join: 1.486
all assertions hold
```
